# Barrier Asymmetry from a Displaced Tunnel Conductance Minimum

## Problem

Two metal electrodes are separated by an insulating barrier of thickness \(d=1.5\) nm. At zero bias its heights above the common Fermi level are \(\phi_1\) at electrode 1 and \(\phi_2\) at electrode 2, with a linear variation between them. The mean height is \(\phi=(\phi_1+\phi_2)/2=2\) eV. The differential conductance \(G=dJ/dV\), where \(J\) is the current density, has its minimum at \(V=+20\) mV. Positive bias means that electrode 2 is positive.

Take the electron mass in the barrier to be the free-electron mass \(m\).

1. Derive the Brinkman-Dynes-Rowell (BDR) expansion of \(G(V)/G(0)\) to second order in \(V\), and state its assumptions.
2. Find the asymmetry \(\Delta=\phi_2-\phi_1\) that the expansion assigns to the minimum.
3. Find the first correction for a barrier of finite thickness, and compare it with the full WKB current.
4. Determine how far the inference depends on the interfaces, barrier mass, image force, temperature and any background in the conductance.

## Solution

### 1. The expansion

**The tunnelling exponent.** Let \(v=eV\), with \(e>0\), and measure energies in eV. Let \(E\) be the energy of motion normal to the barrier, measured from the Fermi level of electrode 1. The bias puts the Fermi level of electrode 2 at \(-v\), and the barrier is

\[
U(x)=\phi_1+(\phi_2-v-\phi_1)\frac{x}{d}.
\]

The algebra is simplest if energy is measured from the midpoint of the two Fermi levels, so define

\[
\varepsilon=E+\frac v2,\qquad u=\phi-\varepsilon,\qquad t=\Delta-v .
\]

Since \(\phi_1=\phi-\Delta/2\) and \(\phi_2=\phi+\Delta/2\), the values of \(U-E\) at the two ends are

\[
\phi_1-\varepsilon+\frac v2=u-\frac t2,\qquad
\phi_2-v-\varepsilon+\frac v2=u+\frac t2 .
\]

Thus \(U-E=u+ts\), where \(s=x/d-1/2\) runs from \(-1/2\) to \(1/2\). Take the WKB transmission \(f=e^{-S}\) without a prefactor. This is called the smooth-interface case below, but it is an idealization: it leaves out reflection at the interfaces while keeping the trapezoid unrounded. With \(K=\sqrt{2m}/\hbar\),

\[
S=2Kd\int_{-1/2}^{1/2}\sqrt{u+ts}\,ds .
\]

Expand the root for \(|t|\ll u\):

\[
\sqrt{u+ts}=\sqrt u\left(1+\frac{ts}{2u}-\frac{t^2s^2}{8u^2}+\cdots\right).
\]

The linear term integrates to zero, and \(\int s^2ds=1/12\). Therefore

\[
S=2Kd\sqrt u\left(1-\frac{t^2}{96u^2}+\cdots\right).
\]

Replacing \(s\) by \(-s\) in the integral shows that \(S\) is even in \(t\). At fixed mean height, a tilt of either sign lowers the exponent and raises the transmission.

**The supply of electrons.** At zero temperature, with transverse momentum conserved, the current is an integral of \(f\) over normal energy. Its weight is the difference in the number of occupied transverse states on the two sides. The two-dimensional density of transverse states is constant, so for \(v>0\) this weight is proportional to

\[
N(\varepsilon)=
\begin{cases}
v, & \varepsilon<-v/2,\\
v/2-\varepsilon, & -v/2<\varepsilon<v/2,\\
0, & \varepsilon>v/2 .
\end{cases}
\]

Assume that the bands are deep enough for the lower limit of integration to be \(-\infty\). Then \(J=C\int Nf\,d\varepsilon\), with \(C\) independent of bias.

Compare \(N\) with a step of height \(v\) that ends at \(\varepsilon=0\). The difference is \(-(v/2+\varepsilon)\) for \(-v/2<\varepsilon<0\) and \(v/2-\varepsilon\) for \(0<\varepsilon<v/2\). It is odd in \(\varepsilon\), so its leading contribution comes from the linear term in \(f\):

\[
2f_\varepsilon\int_0^{v/2}\varepsilon\left(\frac v2-\varepsilon\right)d\varepsilon
=\frac{v^3}{24}f_\varepsilon ,\qquad
f_\varepsilon=\left.\frac{\partial f}{\partial\varepsilon}\right|_{\varepsilon=0}.
\]

With \(g(t)=\int_{-\infty}^0 f(\varepsilon,t)\,d\varepsilon\), the current is

\[
\frac JC=v\,g(\Delta-v)+\frac{v^3}{24}f_\varepsilon+O(v^4).
\]

The remainder is of fourth order because \(f_\varepsilon\) itself depends on \(t=\Delta-v\). Now expand \(g(\Delta-v)=g-vg'+v^2g''/2+\cdots\), with derivatives taken at \(t=\Delta\):

\[
\frac JC=vg-v^2g'+v^3\left(\frac{g''}{2}+\frac{f_\varepsilon}{24}\right)+\cdots .
\]

Differentiation with respect to bias and division by the zero-bias value give

\[
\frac{G(V)}{G(0)}=1-2\frac{g'}g v+\left(\frac{3g''}{2g}+\frac{f_\varepsilon}{8g}\right)v^2+\cdots .
\tag{1}
\]

**Leading order for a thick barrier.** Define

\[
S_0=2Kd\sqrt\phi,\qquad c=\frac{Kd}{\sqrt\phi}=\frac{S_0}{2\phi}.
\]

Near \(\varepsilon=0\), the expansion \(\sqrt{\phi-\varepsilon}\simeq\sqrt\phi-\varepsilon/(2\sqrt\phi)\) gives \(f\propto e^{c\varepsilon}\). Hence \(g\simeq f(0)/c\), \(f_\varepsilon\simeq cf(0)\), and \(f_\varepsilon/g\simeq c^2\).

The tilt dependence follows from the exponent:

\[
\frac{\partial f}{\partial t}=-f\frac{\partial S}{\partial t}=f\,\frac{Kd\,t}{24u^{3/2}} .
\tag{2}
\]

For \(S_0\gg1\), the relevant energies lie close to \(\varepsilon=0\), where \(u=\phi\). Thus \(g'/g\simeq Kd\Delta/(24\phi^{3/2})\). The term with \(g''\) is smaller than the term with \(f_\varepsilon\), as part 3 shows, and is dropped here. Equation (1) becomes

\[
\frac{G(V)}{G(0)}=1-\frac{Kd\,\Delta}{12\phi^{3/2}}v+\frac{K^2d^2}{8\phi}v^2 .
\]

In terms of the usual constant \(A_0=4Kd/3\), this is the BDR expansion:

\[
\boxed{\frac{G(V)}{G(0)}=1-\frac{A_0\Delta}{16\phi^{3/2}}\,eV+\frac{9A_0^2}{128\phi}(eV)^2}
\]

It assumes zero temperature, conserved transverse momentum, deep electrode bands, smooth interfaces in the sense defined above, \(S_0\gg1\), small \(\Delta/\phi\), and a bias small compared with both \(\phi\) and \(1/c\).

### 2. The inferred asymmetry

Set the derivative of the expansion to zero:

\[
-\frac{A_0\Delta}{16\phi^{3/2}}+\frac{9A_0^2}{64\phi}v_{\min}=0
\quad\Longrightarrow\quad
v_{\min}=\frac{4\Delta}{9A_0\sqrt\phi}=\frac{2\Delta}{3S_0}.
\]

The coefficient of \(v^2\) is positive, so this is a minimum. Solving for the asymmetry gives

\[
\Delta=\frac94A_0\sqrt\phi\,v_{\min}=\frac32S_0v_{\min}.
\]

Here \(K=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}\), so

\[
A_0=\frac43(5.123)(1.5)=10.25\ \mathrm{eV^{-1/2}},\qquad
A_0\sqrt\phi=14.49,
\]

\[
\boxed{\Delta=\frac94(14.49)(0.020\ \mathrm{eV})=0.652\ \mathrm{eV}}
\]

or 0.0240 hartree. The barrier heights are 1.67 eV at electrode 1 and 2.33 eV at electrode 2.

The sign has a direct meaning. Positive bias reduces the tilt \(t=\Delta-v\) when \(\Delta>0\), which raises the exponent and opposes the growth of conductance. Within this expansion, the minimum therefore lies where the electrode with the higher barrier is positive, and for \(\Delta=0\) it returns to zero bias. At fixed \(\Delta\) and \(\phi\), its displacement falls as \(1/d\), because the curvature grows as \(d^2\) and the slope as \(d\). This thickness law belongs to smooth interfaces and thick barriers; with the abrupt interfaces of part 4 it fails for barriers of 1 to 2 nm.

The bias is small enough for a quadratic expansion. With \(f\propto e^{c\varepsilon}\), integration over \(N\) gives a current proportional to \(\sinh(cv/2)\) and a conductance proportional to \(\cosh(cv/2)\). The ratio of its quartic to its quadratic term is \((cv/2)^2/12\). With \(c=5.43\ \mathrm{eV^{-1}}\) and \(v=0.020\) eV, this is about \(2.5\times10^{-4}\).

### 3. Finite thickness

The small parameter \(1/S_0\) matters more, since \(S_0=21.7\). To find its effect at small \(\Delta\), average \(u^{-3/2}\) in equation (2) over the tunnelling energies instead of setting \(u=\phi\). Put \(y=\sqrt u\), so that \(d\varepsilon=-2y\,dy\), and let \(a=2Kd\). The average is

\[
\langle u^{-3/2}\rangle=
\frac{\int_{\sqrt\phi}^{\infty}y^{-2}e^{-ay}dy}
{\int_{\sqrt\phi}^{\infty}y\,e^{-ay}dy}.
\]

Integration by parts, with \(a\sqrt\phi=S_0\), gives

\[
\int_{\sqrt\phi}^{\infty}y\,e^{-ay}dy=\frac{\sqrt\phi}{a}e^{-S_0}\left(1+\frac1{S_0}\right),
\]

\[
\int_{\sqrt\phi}^{\infty}y^{-2}e^{-ay}dy=\frac{e^{-S_0}}{a\phi}\left(1-\frac2{S_0}+\cdots\right).
\]

Their ratio is \(\phi^{-3/2}(1-3/S_0+\cdots)\). Electrons below the Fermi level meet a higher barrier, whose exponent is less sensitive to tilt, so the slope is reduced.

The curvature has two corrections. First, \(g\) is twice the first of these integrals, so \(g=(e^{-S_0}/c)(1+1/S_0)\). Hence \(f_\varepsilon/g=c^2(1-1/S_0+\cdots)\). Second, the neglected term in equation (1), relative to \(c^2/8\), is

\[
\frac{3g''/(2g)}{c^2/8}\simeq
\frac{12}{c^2}\frac{Kd}{24\phi^{3/2}}
=\frac1{2Kd\sqrt\phi}=\frac1{S_0}.
\]

The two corrections cancel at this order, leaving

\[
v_{\min}=\frac{2\Delta}{3S_0}\left(1-\frac3{S_0}+\cdots\right).
\]

A numerical WKB current for \(d=60\) nm, \(\phi=2\) eV and \(\Delta=0.02\) eV tests this coefficient. It gives 2.985 where the derivation predicts 3. That thickness serves to reach the mathematical limit; it does not describe a usable junction.

For the 1.5 nm barrier, \(3/S_0=0.138\). The corrected asymmetry is therefore

\[
\Delta\simeq\frac{0.652\ \mathrm{eV}}{1-0.138}=0.756\ \mathrm{eV}.
\]

The conductance obtained from the full WKB current, without expansion in \(1/S_0\), \(\Delta\) or \(v\), has its minimum at 20 mV when

\[
\boxed{\Delta_{\rm WKB}=0.737\ \mathrm{eV}}.
\]

The BDR value is 12% below this result, while the first-order correction overshoots it by about 3%. Conversely, with \(\Delta\) held at 0.652 eV, the full WKB minimum lies at 17.7 mV. The coefficients show where the difference arises: the slope changes from \(-0.148\) to \(-0.131\ \mathrm{V^{-1}}\), while the curvature coefficient changes only from 3.69 to \(3.71\ \mathrm{V^{-2}}\).

### 4. What the displacement can and cannot determine

**Abrupt interfaces.** A sharp step at each interface partly reflects the electron wave. For free electrons with Fermi energies \(F_1\) and \(F_2\), let \(k_i\) be the wave number in electrode \(i\) and \(\kappa_i\) the decay constant at the adjacent end of the barrier. The WKB exponential then acquires the factor

\[
P=\frac{16k_1\kappa_1k_2\kappa_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)} .
\]

The sums in the denominator are \(K^2(F_i+\phi_i)\), independent of energy and bias. At the midpoint energy, \(E=-v/2\), the numerator gives

\[
P\propto\sqrt{\left(\phi_1+\frac v2\right)\left(\phi_2-\frac v2\right)
\left(F_1-\frac v2\right)\left(F_2+\frac v2\right)} .
\]

Its logarithmic derivative at zero bias is

\[
\left.\frac{d\ln P}{dv}\right|_0=
\frac{\Delta}{4\phi_1\phi_2}+\frac14\left(\frac1{F_2}-\frac1{F_1}\right).
\]

This multiplies a current that starts as \(v\), so its contribution to the slope of \(G/G(0)\) is twice as large. For equal electrodes and \(\Delta=0.652\) eV, that contribution is \(0.652/[2(1.674)(2.326)]=+0.084\ \mathrm{V^{-1}}\), against the WKB slope of \(-0.131\ \mathrm{V^{-1}}\). It is an estimate at one energy; deeper electrons contribute less because their \(\phi_i-E\) is larger.

Numerical solution of the Schrödinger equation with \(F_1=F_2=5\) eV puts the minimum at 10.9 mV for the same \(\Delta\). WKB with the factor \(P\) gives 9.3 mV. Besides changing the slope, the factor lowers the curvature coefficient from 3.71 to \(3.23\ \mathrm{V^{-2}}\), which partly offsets the inward shift of the minimum. The factor thus gives the right direction, but overestimates the size of the change: 8.4 mV instead of 6.8 mV, measured from the smooth-interface WKB minimum at 17.7 mV. With abrupt interfaces, the minimum lies at 16.7 mV for \(\Delta=1.0\) eV and at 25.0 mV for 1.5 eV. Linear interpolation assigns about 1.2 eV to a 20 mV displacement, nearly twice the BDR value.

Unlike electrodes can also displace the minimum without any barrier asymmetry. For \(\Delta=0\), \(F_1=5\) eV and \(F_2=10\) eV, the computed displacement is 7.6 mV. The BDR rule assigns 0.0326 eV of asymmetry to each millivolt, so it would report a false asymmetry of about 0.25 eV.

Gradual interfaces do not simply restore the smooth-interface WKB result, because they also round the barrier. For \(\Delta=0.652\) eV and \(F_1=F_2=5\) eV, replacing each step by a logistic profile \(1/(1+e^{-x/w})\) with \(w=0.05\) nm, centred on the nominal interface, puts the Schrödinger minimum near 7 mV. WKB for the same rounded barrier, which contains no reflection, gives about 9.4 mV instead of the 17.7 mV of the trapezoid. The shape of the barrier edges therefore matters as much as the reflection.

**Mass, image force and temperature.** The following comparisons hold \(\Delta=0.652\) eV, \(\phi=2\) eV and \(d=1.5\) nm fixed, and use smooth-interface WKB. The reference displacement is 17.7 mV.

- For a barrier mass of \(0.4m\), the minimum moves to 26.2 mV. Since \(K\propto\sqrt m\), the BDR asymmetry for a measured 20 mV becomes \(0.652\sqrt{0.4}=0.412\) eV.
- An approximate image potential \(-p\,d^2/[x(d-x)]\), with \(p=1.15e^2\ln2/(8\pi\epsilon_0\epsilon_rd)\) and \(\epsilon_r=3\), moves it to 12.0 mV. The lowering at mid-barrier is \(4p=0.51\) eV. This form, though often quoted, is too strong: the sum over image charges for two ideal metal planes gives a lowering of only 0.22 eV at mid-barrier, and with that full sum the minimum lies near 16 mV. The value of 12.0 mV therefore exaggerates the classical image effect. Merely reducing \(\phi\) in the BDR formula would predict a larger displacement, so a lower mean height cannot represent this change of barrier shape.
- At 300 K the minimum lies at 17.7 mV, less than 0.1 mV from its zero-temperature position. In this elastic model, temperature is a minor correction.

**Background conductance.** The BDR minimum is shallow. Its depth relative to \(G(0)\) is

\[
3.69\ \mathrm{V^{-2}}\times(0.020\ \mathrm V)^2=0.148\%.
\]

An additional linear background \(bV\) in \(G/G(0)\) shifts the minimum by \(-b/(2\times3.69\ \mathrm{V^{-2}})\). A slope of \(0.015\ \mathrm{V^{-1}}\), which changes the conductance by just 0.03% at 20 mV, shifts it by about 2 mV and the inferred asymmetry by 0.07 eV.

In a magnetic junction, magnon-assisted tunnelling can add a cusp near zero bias. Represent it by \(\gamma|V|\), with \(\gamma>0\). On the positive side, the minimum then lies at \((0.148\ \mathrm{V^{-1}}-\gamma)/(2\times3.69\ \mathrm{V^{-2}})\) while \(\gamma<0.148\ \mathrm{V^{-1}}\). For larger \(\gamma\) it is pinned at zero. At zero temperature, a cusp that adds about 0.3% to the conductance at 20 mV is therefore enough to remove the displacement of the minimum. At finite temperature the cusp is rounded over a bias range of several \(k_BT/e\), so at room temperature the same cusp reduces the displacement only in part. The asymmetry still appears in the odd part of the conductance, \([G(V)-G(-V)]/2\), to which an even cusp does not contribute.

Spin gives a useful consistency check. Suppose that both spins see the same barrier and that magnetic alignment changes only bias-independent factors multiplying the current. Then \(G(V)/G(0)\), and hence the minimum, is the same for parallel and antiparallel magnetizations. Different minima show that at least one of these assumptions has failed.

**The real case.** The thickness and height lie in the rough range of alumina barriers in magnetic tunnel junctions: 1 to 2 nm and a few eV. The applied field at the minimum is 0.133 MV/cm, far below a rough breakdown field of order 10 MV/cm. The asymmetry itself corresponds to a much larger built-in field of 4.35 MV/cm if the barrier varies linearly. Real barriers need not have the free-electron mass, smooth interfaces or uniform thickness. The mass of \(0.4m\), permittivity of 3 and Fermi energies used above are illustrative choices, not measured properties of one junction. Among the barrier and electrode models considered here, without any background conductance, the asymmetry assigned to 20 mV runs from 0.41 eV (BDR with the lighter mass) to about 1.9 eV (the free mass, with edges rounded by \(w=0.05\) nm). This spread is not an error bar, and roughness, defects and spin-dependent bands are not included. The value 0.65 eV is therefore best reported as a BDR parameter, together with the assumed mass, thickness and mean height. Most of the computed values are collected in the numerical output below.

## Computed results

```
INPUTS
thickness d = 1.50 nm
mean barrier height = 2.00 eV
position of conductance minimum = 20.0 mV
BDR INFERENCE
K = sqrt(2m)/hbar = 5.1232 1/(nm sqrt(eV))
A0 = 10.246 1/sqrt(eV)
A0*sqrt(phi) = 14.491 (no unit)
S0 = 21.74 (no unit)
c = K*d/sqrt(phi) = 5.434 1/eV
BDR asymmetry = 0.6521 eV
BDR asymmetry = 0.02396 hartree
heights at electrodes 1, 2 = 1.674, 2.326 eV
change of asymmetry per 1 mV = 0.0326 eV
BDR slope of G/G0 = -0.1476 1/V
BDR curvature coefficient = 3.6910 1/V^2
depth of minimum below G0 = 0.148 %
FULL WKB CURRENT
thick-barrier test: d = 60 nm, S0 = 869
coefficient of -1/S0 found there = 2.985 (predicted 3)
WKB slope at BDR asymmetry = -0.1308 1/V
WKB curvature coefficient = 3.7106 1/V^2
WKB minimum at BDR asymmetry = 17.68 mV
first-order corrected asymmetry = 0.756 eV
asymmetry with WKB minimum at 20 mV = 0.737 eV
NEGLECTED EFFECTS, minimum at BDR asymmetry
WKB at 300 K (kT = 25.9 meV): 17.73 mV
WKB, mass ratio 0.4: 26.19 mV
BDR asymmetry for that mass = 0.412 eV
WKB with image force, permittivity 3: 11.96 mV
image lowering at mid-barrier = 0.510 eV
sharp interfaces, Fermi energy 5 eV: 10.87 mV
WKB times interface prefactor: 9.33 mV
sharp interfaces, asymmetry 1.0 eV: 16.66 mV
sharp interfaces, asymmetry 1.5 eV: 24.99 mV
sharp interfaces, asymmetry 2.0 eV: 33.31 mV
symmetric sharp barrier, Fermi energies 5 and 10 eV: 7.61 mV
applied field at minimum = 0.133 MV/cm
built-in field, BDR asymmetry = 4.35 MV/cm
```
